# Acoustic group velocity, the slowness surface and phonon-focusing caustics

## What goes wrong if energy is sent along q

Take a cubic crystal with $C_{11}=160$, $C_{12}=60$, $C_{44}=80$ GPa and density $\rho=2$ g/cm³, round model parameters. Launch its slowest acoustic wave in a cube plane, with the wavevector $\mathbf q$ at $10^\circ$ from [100]. If energy followed $\mathbf q$, a detector would belong at $+10^\circ$. The energy in fact arrives at $-7.5^\circ$, on the other side of the axis. A wave with $\mathbf q$ at $15^\circ$ sends its energy to $-7.3^\circ$, almost the same place. Without the relation between $\mathbf q$ and the ray, both the position of the signal and its concentration are missed.

The numbers in these notes come from the numerical check whose output follows the text.

## 1. Simple case: waves in a mirror plane

Let the wave normal $\mathbf n=\mathbf q/q$ lie in a mirror plane of the crystal, at angle $\theta$ from a fixed axis, and let $\mathbf t=d\mathbf n/d\theta$ be the perpendicular unit vector in the plane. For long waves the phase velocity $v=\omega/q$ depends on direction but not on $q$, so

$$\omega=q\,v(\theta).$$

On a smooth branch, mirror symmetry makes $\omega$ even in the out-of-plane component of $\mathbf q$. The gradient therefore lies in the plane. In polar coordinates,

$$\mathbf V=\nabla_{\mathbf q}\,\omega=\frac{\partial\omega}{\partial q}\mathbf n+\frac1q\frac{\partial\omega}{\partial\theta}\mathbf t=v\,\mathbf n+v'\,\mathbf t .$$

Hence $\mathbf V\cdot\mathbf n=v$. The slowness vector is $\mathbf s=\mathbf q/\omega=\mathbf n/v$. Since $d\mathbf n/d\theta=\mathbf t$, the tangent to the slowness curve is

$$\frac{d\mathbf s}{d\theta}=\frac{\mathbf t}{v}-\frac{v'}{v^2}\mathbf n,\qquad
\mathbf V\cdot\frac{d\mathbf s}{d\theta}=-\frac{v'}{v}+\frac{v'}{v}=0 .$$

The group velocity is normal to the curve. Its polar angle is

$$\psi=\theta+\arctan\frac{v'}{v}.$$

Differentiating, with $|\mathbf V|^2=v^2+v'^2$,

$$\frac{d\psi}{d\theta}=1+\frac{vv''-v'^2}{v^2+v'^2}=\frac{v(v+v'')}{|\mathbf V|^2}. \tag{1}$$

The curvature of a plane curve is the turning of its normal per unit arc length $\ell$. Here

$$\frac{d\ell}{d\theta}=\sqrt{\frac1{v^2}+\frac{v'^2}{v^4}}=\frac{|\mathbf V|}{v^2},$$

so

$$\kappa_{\rm in}=\frac{d\psi}{d\ell}=\frac{v^2}{|\mathbf V|}\frac{d\psi}{d\theta}=\frac{v^3(v+v'')}{|\mathbf V|^3}. \tag{2}$$

Where the curve is flat, $d\psi/d\theta=0$: neighbouring wave normals share one ray direction. This is the seed of the caustic.

**Limit.** If $v$ is constant, then $\psi=\theta$ and $\kappa_{\rm in}=v$, as it must be for a circle of radius $1/v$.

## 2. General elastic solid

Now drop the mirror plane. The solid is homogeneous, lossless and stable, and the wavelength is long compared with the interatomic distance. Repeated indices are summed. Hooke's law is $\sigma_{ij}=C_{ijkl}\partial_l u_k$, where the symmetry of $C$ in $k,l$ has removed the rotation part of the displacement gradient. The equation of motion $\rho\ddot u_i=\partial_j\sigma_{ij}$, applied to $\mathbf u=a\,\mathbf e\cos(\mathbf q\cdot\mathbf r-\omega t)$ with $|\mathbf e|=1$, gives the Christoffel equation

$$\Gamma_{ik}e_k=\rho\omega^2e_i,\qquad \Gamma_{ik}=C_{ijkl}\,q_jq_l . \tag{3}$$

The symmetry $C_{ijkl}=C_{klij}$ makes $\Gamma$ symmetric, and stability makes its eigenvalues positive. Since $\Gamma$ is quadratic in $\mathbf q$, each branch obeys

$$\omega(t\mathbf q)=t\,\omega(\mathbf q),\qquad t>0. \tag{4}$$

Assume the branch is non-degenerate at $\mathbf q$, so that $\omega$ and $\mathbf e$ can be differentiated there.

**Normality.** The slowness surface is the set $\omega(\mathbf s)=1$, because (4) with $t=1/\omega$ gives $\omega(\mathbf q/\omega)=1$. Along any curve $\mathbf s(\lambda)$ in this surface,

$$0=\frac{d}{d\lambda}\omega(\mathbf s(\lambda))=\nabla\omega(\mathbf s)\cdot\frac{d\mathbf s}{d\lambda}.$$

Taking the gradient of (4) with respect to $\mathbf q$ gives $t\,(\nabla\omega)(t\mathbf q)=t\,\nabla\omega(\mathbf q)$, so $\nabla\omega$ depends on direction alone. Thus $\nabla\omega(\mathbf s)=\mathbf V(\mathbf q)$, and $\mathbf V$ is normal to the slowness surface.

**Projection.** Differentiate (4) with respect to $t$ and set $t=1$:

$$\mathbf q\cdot\mathbf V=\omega\quad\Longrightarrow\quad \mathbf V\cdot\mathbf n=\frac{\omega}{q}=v. \tag{5}$$

It is the projection on the direction of $\mathbf q$ that equals the phase velocity; the product with $\mathbf q$ itself is $\omega$. If $\alpha$ is the angle between ray and wave normal, then $|\mathbf V|=v/\cos\alpha\ge v$. Wavefronts advance along $\mathbf n$ at speed $v$ while the energy slides sideways along them.

Equation (5) needs linear dispersion. At shorter wavelengths $\mathbf V\cdot\mathbf n$ is still $\partial\omega/\partial q$ at fixed $\mathbf n$, but this need not equal $\omega/q$. The gradient remains normal to the surface of constant frequency.

**Does energy follow V?** Write $\rho\omega^2=e_i\Gamma_{ik}e_k$ and differentiate with respect to $q_m$. The terms with $\partial\mathbf e$ add up to $2\rho\omega^2\,\mathbf e\cdot\partial\mathbf e/\partial q_m$, which vanishes because $|\mathbf e|=1$. What remains is

$$2\rho\omega V_m=e_ie_k\left(C_{imkl}q_l+C_{ijkm}q_j\right).$$

By $C_{ijkm}=C_{kmij}$ and an exchange of the names $i,k$, the second term equals the first. Therefore

$$V_m=\frac{C_{imkl}\,e_ie_kq_l}{\rho\omega}. \tag{6}$$

For the energy, the equation of motion gives

$$\rho\dot u_i\ddot u_i+\sigma_{ij}\partial_j\dot u_i=\partial_j(\sigma_{ij}\dot u_i).$$

The left side is the rate of change of the energy density, so the energy flux is $P_j=-\sigma_{ij}\dot u_i$. With phase $\varphi=\mathbf q\cdot\mathbf r-\omega t$, we have $\dot u_i=a\omega e_i\sin\varphi$ and $\sigma_{im}=-aC_{imkl}e_kq_l\sin\varphi$. The two minus signs cancel:

$$P_m=a^2\omega\,C_{imkl}e_ie_kq_l\sin^2\varphi .$$

The kinetic energy density is $\tfrac12\rho\omega^2a^2\sin^2\varphi$. The elastic one is $\tfrac12a^2e_i\Gamma_{ik}e_k\sin^2\varphi$, which is equal to it by (3). Dividing $P_m$ by the sum $\rho\omega^2a^2\sin^2\varphi$ gives (6). Energy travels with $\mathbf V$.

**Test without symmetry.** For a triclinic stiffness tensor, the program compares $\mathbf V$ with the numerical gradient, with the averaged energy flow and with the normal built from points of the slowness surface, and it checks $\mathbf V\cdot\mathbf n=v$. Branches whose $\omega^2$ lies within 10% of another are skipped, because finite differences need a well separated branch; 74 of 90 remain. All agree within numerical error, although ray and wave normal differ by up to $23^\circ$ among the sampled directions.

## 3. From curvature to ray density

Suppose a small source emits wave normals with a smooth, nonzero weight per solid angle $d\Omega_q$. Far away, in the ray approximation, what counts is the solid angle $d\Omega_V$ filled by their rays. The enhancement is $A=d\Omega_q/d\Omega_V$.

Let $dS$ be the element of slowness surface belonging to $d\Omega_q$. It lies at distance $1/v$ from the origin and its normal makes the angle $\alpha$ with the radius. Its projection on the sphere of radius $1/v$ is

$$dS\cos\alpha=\frac{d\Omega_q}{v^2},\qquad \cos\alpha=\frac{v}{|\mathbf V|}
\quad\Longrightarrow\quad dS=\frac{|\mathbf V|}{v^3}\,d\Omega_q .$$

The ray direction is the unit normal of the surface. Steps $d\ell_1,d\ell_2$ along the two principal directions turn this normal by $\kappa_1d\ell_1$ and $\kappa_2d\ell_2$, in perpendicular directions. Hence $d\Omega_V=|\kappa_1\kappa_2|\,dS=|K|\,dS$, with $K$ the Gaussian curvature, and

$$A=\frac{d\Omega_q}{d\Omega_V}=\frac{v^3}{|\mathbf V|\,|K|}. \tag{7}$$

Since $v$ and $|\mathbf V|$ are finite and positive, $A$ diverges on a smooth branch where $K=0$ and nowhere else. If several normals feed one ray direction, their contributions add for an incoherent source. For a coherent source of one frequency the amplitudes add instead and produce interference fringes; the sum of the enhancements is then only the average over the fringes.

**Limit.** In an isotropic solid the surface is a sphere with $K=v^2$ and $|\mathbf V|=v$, so $A=1$. For the triclinic tensor, (7) is tested against the solid angle spanned by neighbouring rays: the signed ratio $J=d\Omega_V/d\Omega_q$ from finite differences is compared with $|\mathbf V|K/v^3$, and the largest difference, divided by $1+|J|$, is $10^{-6}$. For small $|J|$ this is an absolute error in $1/A$.

The divergence belongs to ray theory. At finite wavelength the intensity on the caustic is finite, though its enhancement keeps growing with the ratio of distance to wavelength. A finite source averages $A$ over a range of angles, and at a fold this average is finite because the singularity is integrable (section 5). At a degeneracy the branch need not be smooth, and (7) does not apply there.

## 4. The cubic crystal in a cube plane

Measure $\theta$ from [100] in the $xy$ plane, and set $a=C_{11}-C_{44}$, $b=C_{12}+C_{44}$. For $\mathbf q=\mathbf n$ the in-plane block of $\Gamma$ is

$$\begin{pmatrix}C_{11}\cos^2\theta+C_{44}\sin^2\theta & b\sin\theta\cos\theta\\ b\sin\theta\cos\theta & C_{11}\sin^2\theta+C_{44}\cos^2\theta\end{pmatrix}.$$

Its trace is $C_{11}+C_{44}$, its diagonal difference $a\cos2\theta$, and twice its off-diagonal element $b\sin2\theta$. The lower eigenvalue gives

$$2\rho v^2=C_{11}+C_{44}-R,\qquad R^2=a^2\cos^22\theta+b^2\sin^22\theta. \tag{8}$$

The wave polarized along $z$ has $\rho v^2=C_{44}$. For $b>a>0$ and $0<\theta<90^\circ$ we have $R>a$, so branch (8) lies below $C_{44}$ and is the slowest. At $\theta=0$ the two transverse waves are degenerate, and that point is excluded.

The derivatives follow from $RR'=(b^2-a^2)\sin4\theta$ and $R'^2+RR''=4(b^2-a^2)\cos4\theta$:

$$v'=-\frac{R'}{4\rho v},\qquad v''=-\frac{R''}{4\rho v}-\frac{v'^2}{v}.$$

**One direction by hand.** In these units $\sqrt{\text{GPa}/(\text{g/cm}^3)}$ is 1 km/s. At $\theta=30^\circ$,

$$R=\sqrt{40^2+121.2^2}=127.7\ \text{GPa},\qquad v=\sqrt{\frac{240-127.7}{4}}=5.30\ \text{km/s}.$$

Next, $R'=13200\times0.866/127.7=89.5$ GPa, so $v'=-89.5/(8\times5.30)=-2.11$ km/s. The ray is turned by $\arctan(-2.11/5.30)=-21.7^\circ$, to $\psi=8.3^\circ$. The group speed is $5.30/\cos21.7^\circ=5.70$ km/s.

**When is the section concave near [100]?** For small $\theta$, $R\simeq a+2(b^2-a^2)\theta^2/a$, hence

$$\rho v^2\simeq C_{44}-\frac{b^2-a^2}{a}\theta^2,\qquad \frac{v''}{v}\to-\frac{b^2-a^2}{aC_{44}},\qquad
\frac{\psi}{\theta}\to1-\frac{b^2-a^2}{aC_{44}}. \tag{9}$$

This is negative when $b^2>a^2+aC_{44}=aC_{11}$. With $C_{11}$ and $C_{44}$ as above, the condition is $C_{12}>33.1$ GPa. For $C_{12}=60$ GPa the slope is $1-13200/6400=-1.06$: rays near the axis cross to its other side. For $C_{12}=20$ GPa it is $+0.44$, and the program finds $d\psi/d\theta>0$ throughout its scan from $0.1^\circ$ to $45^\circ$. That crystal is anisotropic but has no such in-plane fold: anisotropy alone is not enough to fold this section. The statement concerns the cube plane only; away from it the slow branch can still have regions of negative Gaussian curvature.

**The other principal curvature.** Add a small component $\zeta$ along $z$: $\mathbf q=\mathbf n+\zeta\hat{\mathbf z}$. The in-plane diagonal elements of $\Gamma$ grow by $C_{44}\zeta^2$, and the new elements $\Gamma_{xz}=bn_x\zeta$, $\Gamma_{yz}=bn_y\zeta$ couple $\mathbf e$ to $\hat{\mathbf z}$ with strength $b\zeta\,\mathbf e\cdot\mathbf n$. Second-order perturbation theory gives

$$\rho\omega^2=\rho v^2+X\zeta^2,\qquad X=C_{44}+\frac{b^2(\mathbf e\cdot\mathbf n)^2}{\rho v^2-C_{44}}. \tag{10}$$

Hence $\omega\simeq v+X\zeta^2/(2\rho v)$, and $\partial^2\omega/\partial q_z^2=X/(\rho v)$ at $\mathbf q=\mathbf n$. Second derivatives of $\omega$ scale as $1/q$, so at $\mathbf s=\mathbf n/v$ the value is $X/\rho$. Let $\xi$ be the displacement along the outward normal and $s_z$ that along $z$. The condition $\omega(\mathbf s)=1$ reads

$$|\mathbf V|\,\xi+\frac{X}{2\rho}s_z^2=0 .$$

The surface bends inward with curvature

$$\kappa_{\rm out}=\frac{X}{\rho|\mathbf V|}. \tag{11}$$

Mirror symmetry makes the in-plane tangent and $z$ the principal directions, so $K=\kappa_{\rm in}\kappa_{\rm out}$.

**Limit.** As $b\to a$ at fixed $\theta$ between the axes, $\mathbf e\cdot\mathbf n$ and $\rho v^2-C_{44}$ are both of first order in $b-a$. The fraction in (10) then vanishes, $X\to C_{44}$, and $\kappa_{\rm out}\to C_{44}/(\rho v)=v$, the value for a sphere.

For the main crystal:

| $\theta$ (deg) | $\psi$ (deg) | $\kappa_{\rm in}$ (km/s) | $\kappa_{\rm out}$ (km/s) | $A$ |
|---|---|---|---|---|
| 5 | −4.86 | −4.95 | 1.40 | 5.61 |
| 10 | −7.51 | −1.42 | 2.26 | 11.2 |
| 15 | −7.30 | 1.73 | 3.30 | 5.72 |
| 30 | 8.27 | 8.67 | 6.26 | 0.48 |
| 45 | 45.00 | 14.43 | 8.00 | 0.22 |

At $30^\circ$, for example, $K=8.67\times6.26=54.3$ km²/s² and $A=5.30^3/(5.70\times54.3)=0.48$. Each tabulated $A$ is the contribution of one normal. The tabulated normals at $5^\circ$, $10^\circ$ and $15^\circ$ have their neighbouring rays crowded ($A>1$); those at $30^\circ$ and $45^\circ$ have them spread out ($A<1$). For uniform, incoherent emission, the density this branch delivers to a detector is the sum over all its normals feeding that direction, including normals off the plane, and it can be much larger than a single entry. The in-plane curvature changes sign between $10^\circ$ and $15^\circ$, while $\kappa_{\rm out}$ stays positive over the scanned range.

## 5. The shape of the caustic

The zero of $v+v''$ lies at $\theta_c=12.10^\circ$. Its ray direction is $\psi_c=-7.76^\circ$, with a mirror image at $+7.76^\circ$. Since $d\psi/d\theta$ vanishes there,

$$\psi\simeq\psi_c+\tfrac12\psi''(\theta-\theta_c)^2,\qquad \psi''=6.48\ \text{per radian}. \tag{12}$$

No nearby normal sends a ray below $\psi_c$. At a small angle $\delta$ above it, two do:

$$\theta-\theta_c=\pm\sqrt{2\delta/\psi''},\qquad \left|\frac{d\psi}{d\theta}\right|=\sqrt{2\psi''\delta}.$$

Insert $|\kappa_{\rm in}|=(v^2/|\mathbf V|)\,|d\psi/d\theta|$ from (2) into (7):

$$A=\frac{v}{\kappa_{\rm out}|d\psi/d\theta|}=\frac{1}{g\,|d\psi/d\theta|},\qquad g=\frac{\kappa_{\rm out}}{v}=\frac{X}{\rho v|\mathbf V|}.$$

The two normals together give, to leading order in $\delta$,

$$A_{\rm pair}=\frac{2}{g\sqrt{2\psi''\delta}}. \tag{13}$$

At the parabolic point $g=2.692/6.066=0.444$. For $\delta=0.01^\circ=1.745\times10^{-4}$ rad the square root is $0.0475$, and $A_{\rm pair}=94.8$. Summing the enhancements found directly from ray directions gives 94.9. At $\delta=0.0025^\circ$ both values are 189.5 to 189.6: a quarter of the distance doubles the contribution of the pair. More distant normals feeding the same ray add a background that stays finite at the fold.

The flux collected near the caustic is finite, because $\int_0^\Delta\delta^{-1/2}d\delta=2\sqrt\Delta$. In the plane, the normals near $\theta_c$ with rays within $\delta$ of the fold span $2\sqrt{2\delta/\psi''}$. For $\delta=0.01^\circ$ this is $0.84^\circ$, in agreement with a direct count.

**Folding over the whole section.** As $\theta$ goes from 0 to $45^\circ$, $\psi$ first falls to $-7.76^\circ$ and then rises to $45^\circ$; negative $\theta$ gives the odd continuation. Among in-plane normals of this branch between $-45^\circ$ and $45^\circ$, a ray at $4^\circ$ is therefore fed by three and a ray at $12^\circ$ by one. The count confirms this. In the crystal with $C_{12}=20$ GPa both rays are fed by one in-plane normal. These counts cover in-plane normals only; in the main crystal, normals off the plane also send rays into it near [100], so the total number feeding the ray at $4^\circ$ is larger than three.

**Leaving the plane.** Let $\epsilon$ be the elevation of $\mathbf n$ above the plane. By mirror symmetry $K$ is even in $\epsilon$. Its derivative along $\theta$ at $\theta_c$ is nonzero, since $\psi''\neq0$ and $\kappa_{\rm out}\ne0$. The zeros of $K$ therefore form a line whose azimuth shifts by an even function of $\epsilon$, so it crosses the plane at right angles. The flat direction of the surface lies in the plane, transverse to this line.

The ray's elevation is odd in $\epsilon$ and starts as $g\epsilon$; its azimuth is even in $\epsilon$. To leading order, with $c$ a constant,

$$\psi-\psi_c=\tfrac12\psi''(\theta-\theta_c)^2+c\,\epsilon^2,\qquad \chi=g\,\epsilon,$$

where $\chi$ is the ray's elevation. For each $\chi$ there are two normals on one side of the curve $\psi=\psi_c+c\chi^2/g^2$ and none nearby on the other. This is a fold, and the curve is the caustic seen on a distant sphere.

Numerically, the parabolic line shifts by $0.026^\circ$ at elevation $1^\circ$ and by $0.143^\circ$ at $2^\circ$. The ratio is 5.4. A linear crossing would give 2 and a purely quadratic shift 4, so terms beyond $\epsilon^2$ are already visible at $2^\circ$.

The fold law relies on a simple zero of $K$ and on a flat direction transverse to the parabolic line. Where either condition fails, $A$ still diverges on a smooth branch with $K=0$, but the derivation of (13) no longer applies.

## Values computed for the example and the checks

```
TRICLINIC TEST: branches tested 74 of them transverse 44
largest angle between V and q: 23.05 deg
max relative error, V against gradient: 1.7e-10
max relative error, V against energy velocity: 1.0e-15
max relative error, V against surface normal: 1.2e-07
max relative error, V.n against v: 6.5e-11
max relative error, ray Jacobian against curvature: 1.0e-06
MAIN CRYSTAL C11, C12, C44 (GPa): 160.0 60.0 80.0  density (g/cm^3): 2.0
theta deg | v km/s | |V| km/s | psi deg | v/cos(psi-theta) km/s
  5   6.2759   6.3700    -4.858   6.3700
 10   6.1415   6.4399    -7.510   6.4399
 15   5.9479   6.4287    -7.299   6.4287
 20   5.7255   6.2909    -4.479   6.2909
 30   5.2993   5.7046     8.270   5.7046
 45   5.0000   5.0000    45.000   5.0000
theta deg | kappa_in km/s | kappa_out km/s | K km^2/s^2 | A
  5   -4.9490    1.3983    -6.9205    5.6074
 10   -1.4196    2.2634    -3.2132   11.1943
 15    1.7337    3.3016     5.7239    5.7185
 20    4.1905    4.3341    18.1622    1.6427
 30    8.6704    6.2578    54.2576    0.4808
 45   14.4286    8.0000   115.4286    0.2166
parabolic point theta_c: 12.0975 deg
caustic ray angle psi_c: -7.7625 deg (mirror image at opposite sign)
there v = 6.0657 km/s, |V| = 6.4493 km/s
there kappa_in = 5.2e-15 km/s, kappa_out = 2.6924 km/s
there X = 34.729 GPa, g = 0.4439
second derivative of psi: 6.4771 per rad
in-plane normals feeding psi = 4 deg, main crystal: 3
in-plane normals feeding psi = 12 deg, main crystal: 1
in-plane normals feeding psi = 4 deg, mild crystal: 1
in-plane normals feeding psi = 12 deg, mild crystal: 1
C12 = 20 GPa: psi/theta near [100] = 0.4375
C12 = 30 GPa: psi/theta near [100] = 0.1094
C12 = 36 GPa: psi/theta near [100] = -0.1025
C12 = 60 GPa: psi/theta near [100] = -1.0624
concavity at [100] starts at C12 = 33.137 GPa
MILD CRYSTAL C12 = 20 GPa: smallest dpsi/dtheta = 0.4375
delta deg | summed A from ray directions | square-root law
0.0400     47.564     47.380
0.0100     94.851     94.759
0.0025    189.565    189.519
normals with rays within 0.01 deg: counted 0.8413 deg, law 0.8412 deg
parabolic line azimuth at elevation 1 deg: 12.1239 deg
parabolic line azimuth at elevation 2 deg: 12.2402 deg
```
